\section*{Logarithmic Length Dependence of Classical Heat Conduction in Two Dimensions}

\section{What scaling alone fixes}

Consider one phonon branch of a wide two-dimensional sheet, with $\omega=vk$ up to a cutoff $\omega_D$. The sheet has length $L$ between two thermal contacts. Resistive scattering relaxes each mode at the rate
\begin{equation}
\frac1\tau=A\omega^2 ,
\end{equation}
assumed to hold down to zero frequency with $A$ independent of $L$. Units are $\hbar=k_B=1$, so every classical mode has heat capacity 1. The sheet conductivity $\kappa$ is the heat current per unit width divided by the mean gradient $\Delta T/L$, where $\Delta T$ is the temperature difference of the contacts. It therefore includes the contact resistance. Dividing instead by the gradient at mid-sample gives a larger value, by 13\% at $L=100\,\ell_D$ and 3\% at $L=10^5\,\ell_D$ for the uniform-current profile found below, with $\ell_D$ defined in the next paragraph. No thickness enters, and $\kappa$ has the dimension of a rate, or equivalently of an energy.

In kinetic theory $\kappa$ is a heat capacity per area times a diffusivity. The first scales as $\omega_D^2/v^2$, the second as $v\ell_D$, where
\begin{equation}
\ell_D=\frac{v}{A\omega_D^2}
\end{equation}
is the free path at the cutoff. The length can enter only through $L/\ell_D$, so
\begin{equation}
\kappa=\frac{\omega_D^2}{v^2}\,v\ell_D\,f\!\left(\frac{L}{\ell_D}\right)=\frac1A\,f\!\left(\frac{L}{\ell_D}\right).
\end{equation}

Now raise $\omega_D$ slightly at fixed $L\gg\ell_D$. The added modes have free paths far shorter than $L$, so their contribution becomes independent of $L$ as $L/\ell_D$ grows. By dimensions it is $d\kappa=(c/A)\,d\ln\omega_D$, with $c$ a number. Since $\ln(L/\ell_D)$ contains $2\ln\omega_D$, it follows that $df/d\ln(L/\ell_D)=c/2$. Hence $f$ grows as a logarithm at large $L/\ell_D$, and the coefficient contains neither $v$ nor $\omega_D$.

\section{The estimate}

To find $c$, let $g$ be the energy in a mode moving at angle $\theta$ to the temperature gradient. The relaxation-time Boltzmann equation is
\begin{equation}
v\cos\theta\,\frac{dg}{dx}=-\frac{g-T(x)}{\tau}.
\label{eq:bte}
\end{equation}
When the free path is short, $dg/dx\simeq T'$ and $g=T-v\tau\cos\theta\,T'$. The isotropic part carries no current. The rest gives
\begin{equation}
\kappa=\int\!\frac{d^2k}{(2\pi)^2}\,v^2\cos^2\theta\,\tau
=\frac{1}{4\pi}\int_0^{\omega_D}\!\omega\,\tau\,d\omega ,
\label{eq:bulk}
\end{equation}
because $\int_0^{2\pi}\cos^2\theta\,d\theta=\pi$ and $v^2k\,dk=\omega\,d\omega$. With $\tau=1/(A\omega^2)$ the integrand is $1/(A\omega)$. Equal ratios of frequency contribute equally, and the integral diverges at its lower end.

The contacts stop this divergence. A mode cannot diffuse over a free path longer than the sample, so the window closes near $v\tau=L$, at
\begin{equation}
\omega_L=\sqrt{\frac{v}{AL}} .
\end{equation}
Since $\ln(\omega_D/\omega_L)=\tfrac12\ln(L/\ell_D)$,
\begin{equation}
\kappa\simeq\kappa_0\ln\frac{L}{\ell_D},\qquad \kappa_0=\frac{1}{8\pi A}
\quad\left(\frac{k_B}{8\pi A}\text{ in ordinary units}\right).
\label{eq:estimate}
\end{equation}

A smooth version adds a contact rate $v/L$ to $A\omega^2$:
\begin{equation}
\kappa=\frac1{4\pi}\int_0^{\omega_D}\frac{\omega\,d\omega}{A\omega^2+v/L}
=\kappa_0\ln\!\left(1+\frac{L}{\ell_D}\right).
\label{eq:simple}
\end{equation}
Replacing the upper limit by $\omega_L$ gives $\kappa_0\ln2$, whatever the length. The modes with free paths longer than $L$ therefore carry a fixed amount. The growth comes from the widening window between $\omega_L$ and $\omega_D$.

\section{Controlled treatment of the contacts}

The rate $v/L$ was a guess. Instead, solve \eqref{eq:bte} between absorbing contacts for a linear profile $T(x)=T_h-sx$, with $s=\Delta T/L$. Write $\lambda=v\tau|\cos\theta|$. Modes leave the hot contact with $g_+(0)=T_h$ and the cold one with $g_-(L)=T_h-sL$. The solutions are
\begin{align}
g_+&=T(x)+s\lambda\left(1-e^{-x/\lambda}\right),\\
g_-&=T(x)-s\lambda\left(1-e^{-(L-x)/\lambda}\right),
\end{align}
as substitution confirms. The difference $g_+-g_-$ sets the current. Its average over the sample is $2s\lambda\,S(\lambda/L)$, where
\begin{equation}
S(y)=1-y\left(1-e^{-1/y}\right).
\end{equation}
The bulk value is $2s\lambda$, so $S$ is the factor by which finite length reduces each mode's contribution in \eqref{eq:bulk}.

Use $u=L/\lambda=LA\omega^2/(v|\cos\theta|)$, for which $d\omega/\omega=du/(2u)$. The upper limit is $U=L/(\ell_D|\cos\theta|)$, and
\begin{equation}
\kappa_{\rm lin}=\frac{1}{8\pi^2A}\int_0^{2\pi}\!d\theta\,\cos^2\theta\;F(U),\qquad
F(U)=\int_0^U\frac{u-1+e^{-u}}{u^2}\,du .
\end{equation}
Integrate by parts. The boundary term vanishes at $u=0$, where the numerator is $u^2/2$:
\begin{align}
F(U)&=-\frac{U-1+e^{-U}}{U}+\int_0^U\frac{1-e^{-u}}{u}\,du\\
&=\ln U+\gamma-1+\frac1U+\text{exponentially small terms}.
\end{align}
Here $\gamma$ is Euler's constant, from the standard large-$U$ form $\ln U+\gamma$ of the last integral. The expansion is uniform in angle because $U\ge L/\ell_D$.

The angular average of $\ln|\cos\theta|$ with weight $\cos^2\theta$ remains. First, $I=\int_0^{\pi/2}\ln\cos\theta\,d\theta$ equals the same integral of $\ln\sin\theta$. Adding the two gives $2I=\int_0^{\pi/2}\ln(\tfrac12\sin2\theta)\,d\theta=I-\tfrac{\pi}{2}\ln2$, so $I=-\tfrac{\pi}{2}\ln2$. Then, with $\cos^2\theta=\tfrac12(1+\cos2\theta)$ and one integration by parts,
\begin{equation}
\int_0^{\pi/2}\!\cos^2\theta\,\ln\cos\theta\,d\theta
=-\frac{\pi}{4}\ln2+\frac12\int_0^{\pi/2}\!\sin^2\theta\,d\theta
=-\frac{\pi}{4}\ln2+\frac{\pi}{8}.
\end{equation}
Four quadrants divided by the total weight $\pi$ give the average $\tfrac12-\ln2$. It enters $\ln U$ with a minus sign, so
\begin{equation}
\kappa_{\rm lin}=\kappa_0\left[\ln\frac{L}{\ell_D}+\gamma+\ln2-\frac32+O\!\left(\frac{\ell_D}{L}\right)\right].
\label{eq:linear}
\end{equation}
The constant is $-0.2296$, against zero for the simple rule. The coefficient of the logarithm is the same.

\section{Energy conservation}

A linear profile does not make the current uniform, as a steady state requires. For a general profile with $s(x)=-T'(x)$, including any jumps at the contacts, the solutions of \eqref{eq:bte} are $T$ plus or minus exponentially weighted integrals of $s$. Their current is
\begin{equation}
J(x)=\int_0^L K(x-x')\,s(x')\,dx',\qquad
K(x)=\int_{\cos\theta>0}\!\frac{d^2k}{(2\pi)^2}\,v\cos\theta\,e^{-|x|/\lambda}.
\end{equation}
The kernel is symmetric. It is also positive, since each exponential has the positive Fourier transform $2\lambda/(1+q^2\lambda^2)$. The quadratic form $Q=\int sJ\,dx$ at fixed $\int s\,dx=\Delta T$ is therefore smallest when $J$ is constant. There $Q=\kappa\,\Delta T^2/L$, while the linear profile gives $Q=\kappa_{\rm lin}\Delta T^2/L$. Hence $\kappa\le\kappa_{\rm lin}$.

To estimate the gap, take $|x|\gg\ell_D$. The frequency integral is then Gaussian and gives $K(x)=\kappa_0/(2|x|)$. Away from the contacts, the linear profile has
\begin{equation}
J(x)=\text{const}+\frac{\kappa_0s}{2}\left[\ln x+\ln(L-x)\right].
\end{equation}
With $z=x/L$ uniform on $(0,1)$, $\ln z$ and $\ln(1-z)$ each have variance 1. Expanding $\ln(1-z)$ in powers of $z$ gives the mean of their product,
\begin{equation}
\sum_{n\ge1}\frac1{n(n+1)^2}=2-\frac{\pi^2}{6},
\end{equation}
so their covariance is $1-\pi^2/6$. The variance of $J/(\kappa_0s)$ is $\tfrac14(2+2-\pi^2/3)=1-\pi^2/12$.

If the response to a correction of the profile is taken as $\kappa_0\ln(L/\ell_D)$, minimizing $Q$ lowers it by $\int(\delta J)^2dx/[\kappa_0\ln(L/\ell_D)]$, where $\delta J$ is the departure of $J$ from its mean. Thus
\begin{equation}
\kappa_{\rm lin}-\kappa\simeq\kappa_0\,\frac{1-\pi^2/12}{\ln(L/\ell_D)} .
\label{eq:gap}
\end{equation}
This is a leading-logarithm estimate, not a bound. In an unbounded sheet the response at wave number $q\ll1/\ell_D$ is the Fourier transform of $K$, namely $\kappa_0[\ln(1/q\ell_D)+\ln2-\tfrac12]$. For the longest symmetric ripple, $q=2\pi/L$, this is $\kappa_0[\ln(L/\ell_D)-1.6]$. The response is weaker than assumed, so the gap at moderate length should exceed \eqref{eq:gap}. This explains only part of the excess found below: replacing the logarithm by $\ln(L/\ell_D)-1.6$ raises the estimate by a factor of about 1.5 at $L=100\,\ell_D$ and 1.2 at $L=10^5\,\ell_D$.

\section{Numbers and comparison}

Take round model parameters: $v=0.1$ eV\,\AA, $\omega_D=0.1$ eV and $A=0.1$ eV$^{-1}$. Then
\begin{equation}
\ell_D=\frac{0.1}{0.1\times0.1^2}=100\ \text{\AA},\qquad
\kappa_0=\frac1{8\pi\times0.1}=0.398\ \text{eV}.
\end{equation}
Multiplication by $k_B/\hbar$ converts $\kappa_0$ to $8.35\times10^{-9}$ W/K. Each decade of length adds $\kappa_0\ln10=0.916$ eV. At $L=10^6$ \AA, $\ln(L/\ell_D)=9.210$, so \eqref{eq:simple} gives $0.3979\times9.210=3.665$ eV and \eqref{eq:linear} gives $0.3979\times(9.210-0.230)=3.573$ eV. The numerical solution with uniform current gives 3.56 eV, or $7.47\times10^{-8}$ W/K.

\begin{center}
\begin{tabular}{cccc}
$L$ (\AA) & simple (eV) & linear (eV) & uniform $J$ (eV)\\
$10^4$ & 1.836 & 1.744 & 1.70\\
$10^5$ & 2.749 & 2.657 & 2.64\\
$10^6$ & 3.665 & 3.573 & 3.56\\
$10^7$ & 4.581 & 4.489 & 4.48
\end{tabular}
\end{center}

Relative to the uniform-current result, the simple rule is 8\% too high at $10^4$ \AA\ and 2\% too high at $10^7$ \AA. Over the last decade the uniform-current result has a slope in $\ln L$ about 0.4\% above $\kappa_0$. The excess comes from the closing gap, which falls from about $0.03\kappa_0$ to $0.02\kappa_0$ over that decade.

The gap is nearly 3 times the estimate \eqref{eq:gap} at $10^4$ \AA\ and 1.4 times at $10^7$ \AA. At $10^{14}$ \AA, a length used only to check the limit, the ratio is about 1.1. At moderate length much of the excess comes from the temperature jumps at the contacts, which \eqref{eq:gap} leaves out. A linear profile with only these jumps added already lowers $\kappa$ by $0.09\kappa_0$ at $10^4$ \AA, out of a gap of $0.11\kappa_0$. This part falls roughly as $(\ell_D/L)\ln^2(L/\ell_D)$ and is about $0.001\kappa_0$ at $10^7$ \AA. Beyond that length the ratio approaches one slowly, roughly as an inverse logarithm.

\section{Where the result changes}

\textbf{A periodic box.} Without contacts, the longest wavelength cuts off \eqref{eq:bulk} at $\omega\sim2\pi v/L$. The slope in $\ln L$ is then $1/(4\pi A)=2\kappa_0$. A direct sum over allowed wave vectors gives 0.796 eV, twice $\kappa_0$. Between contacts the free path cuts first if $\omega_L\gg2\pi v/L$, that is, if $L\gg4\pi^2Av=0.39$ \AA\ here. The two cutoffs answer different questions and should not be interchanged.

\textbf{Quantum statistics.} At fixed $A$, each mode's heat capacity becomes $C(x)=[(x/2)/\sinh(x/2)]^2$ with $x=\omega/T$. For small $x$, $C-1\simeq-x^2/12$, so the change in $\kappa$ converges at low frequency:
\begin{equation}
\Delta\kappa=2\kappa_0\int_0^{\omega_D/T}\frac{C(x)-1}{x}\,dx .
\end{equation}
For $T=0.1$ eV this is $-0.081\kappa_0$. The constant moves while the slope stays, because the added modes at large $L$ have $\omega\ll T$.

\textbf{A residual rate.} If scattering tends to a constant $\Gamma_0$ at low frequency, $v/L$ in \eqref{eq:simple} becomes $v/L+\Gamma_0$. The growth then stops near $L\sim v/\Gamma_0$, and $\kappa$ tends to $\kappa_0\ln(1+A\omega_D^2/\Gamma_0)$.

\textbf{Other dimensions.} With the same rates, the integrand of \eqref{eq:simple} has $\omega^{d-1}$ in place of $\omega$. For $d=1$ the integral tends to $(\pi/2)\sqrt{L/(Av)}$. For $d=3$ it tends to the finite value $\omega_D/A$. From $10^5$ to $10^7$ \AA\ it grows by factors of 10.2, 1.67 and 1.05 for $d=1$, 2 and 3. Two dimensions are the marginal case for this scattering law.

The coefficient $\kappa_0$ thus rests on a linear branch, a rate that keeps its $\omega^2$ form down to $\omega_L$, and resistive relaxation. For several such branches the coefficients $\kappa_0$ add. The conductivities themselves add only approximately, because the branches share one temperature profile. Quadratic flexural branches, and collisions that conserve total phonon momentum, are outside this calculation. The full set of values is in the numerical output below. Its uniform-current values use 400 equal cells, which do not resolve the contact jumps, and are good to about three figures. A mesh refined at the contacts lowers them by up to 0.002 eV and raises the gaps by 3 to 10\% for $L$ from $10^4$ to $10^7$ \AA.

\section*{Values computed for the example and the checks}
\begin{verbatim}
sound speed v = 0.10 eV angstrom
cutoff frequency = 0.10 eV
scattering coefficient A = 0.10 1/eV
temperature = 0.10 eV
cutoff wave number = 1.00 1/angstrom
scattering rate at cutoff = 0.0010 eV
free path at cutoff l_D = 100.0 angstrom
coefficient kappa0 = 0.3979 eV
coefficient kappa0 converted = 8.346e-09 W/K
gain per decade of length = 0.9162 eV
L = 1e+04 angstrom: ln(L/l_D) = 4.6052
  crossover frequency = 1.000e-02 eV
  lowest wave 2 pi v/L = 6.283e-05 eV
  kappa, simple rule = 1.8363 eV
  kappa, linear profile = 1.7443 eV
  kappa, conserved flux = 1.7019 eV
  gap/kappa0 = 0.1068, estimate 0.0386
L = 1e+05 angstrom: ln(L/l_D) = 6.9078
  crossover frequency = 3.162e-03 eV
  lowest wave 2 pi v/L = 6.283e-06 eV
  kappa, simple rule = 2.7489 eV
  kappa, linear profile = 2.6575 eV
  kappa, conserved flux = 2.6374 eV
  gap/kappa0 = 0.0504, estimate 0.0257
L = 1e+06 angstrom: ln(L/l_D) = 9.2103
  crossover frequency = 1.000e-03 eV
  lowest wave 2 pi v/L = 6.283e-07 eV
  kappa, simple rule = 3.6647 eV
  kappa, linear profile = 3.5733 eV
  kappa, conserved flux = 3.5615 eV
  gap/kappa0 = 0.0297, estimate 0.0193
L = 1e+07 angstrom: ln(L/l_D) = 11.5129
  crossover frequency = 3.162e-04 eV
  lowest wave 2 pi v/L = 6.283e-08 eV
  kappa, simple rule = 4.5809 eV
  kappa, linear profile = 4.4895 eV
  kappa, conserved flux = 4.4811 eV
  gap/kappa0 = 0.0212, estimate 0.0154
limit check, L = 1e+10 angstrom: gap/estimate = 1.191
limit check, L = 1e+14 angstrom: gap/estimate = 1.115
kappa at 1e6 angstrom, conserved = 7.471e-08 W/K
long-free-path share, any L = 0.2758 eV
linear-profile constant = -0.2296 (no unit)
slope, conserved flux, last decade = 0.3994 eV
slope, periodic box = 0.7957 eV
length 4 pi^2 A v = 0.395 angstrom
Bose shift / kappa0 = -0.0813 (no unit)
slope with Bose heat capacity = 0.3979 eV
growth factor 1e5 to 1e7 angstrom, 1D = 10.185
growth factor 1e5 to 1e7 angstrom, 2D = 1.666
growth factor 1e5 to 1e7 angstrom, 3D = 1.046
\end{verbatim}
